# Determinant Monte Carlo estimators tested by enumeration on two sites

## Question

Two lattice sites, $i=1,2$ ($N=2$), are described by $H=K+V$ with

$$K=-t\sum_\sigma(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma})-\mu\sum_{i\sigma}n_{i\sigma},\qquad V=U\sum_i(n_{i\uparrow}-\tfrac12)(n_{i\downarrow}-\tfrac12),$$

where $t,U>0$. Half filling is at $\mu=0$. The inverse temperature is $\beta=L\Delta\tau$, and $e^{-\beta H}$ is replaced by $\rho_L=(e^{-\Delta\tau V}e^{-\Delta\tau K})^L$. Let $S^z_i=(n_{i\uparrow}-n_{i\downarrow})/2$, $S^+_i=c^\dagger_{i\uparrow}c_{i\downarrow}$, $S^-_i=(S^+_i)^\dagger$ and $S^x_i=(S^+_i+S^-_i)/2$. The observables are

$$D=\frac1N\sum_i\langle n_{i\uparrow}n_{i\downarrow}\rangle,\qquad S^{\alpha\alpha}(q)=\frac1N\sum_{ij}e^{iq(i-j)}\langle S^\alpha_iS^\alpha_j\rangle,\qquad P_F=\langle\Delta_F\Delta_F^\dagger\rangle,$$

with $q=0,\pi$ and $\Delta_F=\sum_{ab}F_{ab}\,c_{a\downarrow}c_{b\uparrow}$ for a real matrix $F$.

**(a)** Decouple $V$ with Ising fields. Find the weight of a field configuration and its Green's function $G^\sigma_{ij}=\langle c_{i\sigma}c^\dagger_{j\sigma}\rangle_s$. Can the weight be negative?

**(b)** Derive the rule for four operators of equal spin at fixed fields.

**(c)** Express $D$, $S^{zz}$ and $S^{xx}$ through $G^\sigma$.

**(d)** Do the same for $P_F$. What is measured if the indices of one off-diagonal $G$ are interchanged?

**(e)** Evaluate the estimators for one configuration.

**(f)** Sum over all configurations numerically and compare with the thermal averages of $H$.

**(g)** What changes if $G$ is averaged before the products are formed?

For (e) to (g) take $t=1$, $U=4$, $\mu=-1$, $\beta=2$, $L=8$, with energies in units of $t$.

## Model answers

### (a) Fields, weight and Green's function

On one site,

$$e^{-\Delta\tau U(n_\uparrow-\frac12)(n_\downarrow-\frac12)}=\tfrac12e^{-\Delta\tau U/4}\sum_{s=\pm1}e^{\lambda s(n_\uparrow-n_\downarrow)},\qquad\cosh\lambda=e^{\Delta\tau U/2}.$$

For an empty or doubly occupied site both sides equal $e^{-\Delta\tau U/4}$. For a singly occupied site the left side is $e^{+\Delta\tau U/4}$ and the right side is $e^{-\Delta\tau U/4}\cosh\lambda$, which fixes $\lambda$. It is real because $U>0$.

For fixed fields $s_{il}$ the propagator is a product of exponentials of one-body operators, one factor $\mathcal U$ for each spin. Since $[\sum_{ab}c^\dagger_ah_{ab}c_b,\,c^\dagger_j]=\sum_mc^\dagger_mh_{mj}$, each exponential moves past $c^\dagger_j$ by a matrix multiplication. In total

$$\mathcal Uc^\dagger_j=\sum_mc^\dagger_mA_{mj}\,\mathcal U,\qquad A_\sigma=B_L\cdots B_1,\qquad B_l=\mathrm{diag}(e^{\sigma\lambda s_{il}})\,e^{-\Delta\tau k},\tag{1}$$

where $k$ has diagonal elements $-\mu$ and off-diagonal elements $-t$.

The trace over one spin species has three parts. The vacuum contributes 1. The one-particle states contribute $\mathrm{tr}\,A$, by (1). The state $c_1^\dagger c_2^\dagger|0\rangle$ is multiplied by $A_{11}A_{22}-A_{21}A_{12}=\det A$. Hence

$$\mathrm{Tr}\,\mathcal U=1+\mathrm{tr}A+\det A=\det(1+A),\qquad w(s)=\det(1+A_\uparrow)\det(1+A_\downarrow).$$

The constant prefactors cancel in averages, so that

$$\frac{\mathrm{Tr}(\rho_LO)}{\mathrm{Tr}\rho_L}=\frac{\sum_sw(s)\,O(s)}{\sum_sw(s)},\tag{2}$$

where $O(s)=\langle O\rangle_s$ is the average at fixed fields.

Let $n_{ij}=\langle c_j^\dagger c_i\rangle_s$. By (1) and the cyclic trace, $n_{ij}=\sum_mA_{mj}\langle c_ic^\dagger_m\rangle_s=\sum_m(\delta_{im}-n_{im})A_{mj}$. In matrix form $n=(1-n)A$, so $n=A(1+A)^{-1}$ and

$$G=1-n=(1+A)^{-1},\qquad\langle c_i^\dagger c_j\rangle_s=\delta_{ij}-G_{ji}.$$

The weight is positive here for any $\mu$. The matrix $e^{-\Delta\tau k}=e^{\Delta\tau\mu}[\cosh(\Delta\tau t)+\sigma_x\sinh(\Delta\tau t)]$ has positive elements and determinant $e^{2\Delta\tau\mu}$. A product of such matrices and positive diagonal matrices again has positive elements and a positive determinant, so $1+\mathrm{tr}A+\det A>0$. In a model where $w$ changes sign, (2) still holds, but one samples $|w|$ and keeps the sign in numerator and denominator.

### (b) Four operators

Let $X=c_jc^\dagger_kc_l$ and $y_i=\langle c_i^\dagger X\rangle_s$, all of one spin. As before, $y_i=\sum_mA_{mi}\langle Xc_m^\dagger\rangle_s$. Moving $c^\dagger_m$ to the left through $X$ gives

$$Xc^\dagger_m=\delta_{lm}\,c_jc_k^\dagger+\delta_{jm}\,c_k^\dagger c_l-c_m^\dagger X .$$

Therefore $\sum_m y_m(1+A)_{mi}=A_{li}\langle c_jc_k^\dagger\rangle_s+A_{ji}\langle c_k^\dagger c_l\rangle_s$. Multiplying from the right by $(1+A)^{-1}$ and using $n=A(1+A)^{-1}$,

$$\langle c_i^\dagger c_jc_k^\dagger c_l\rangle_s=\langle c_i^\dagger c_j\rangle_s\langle c_k^\dagger c_l\rangle_s+\langle c_i^\dagger c_l\rangle_s\langle c_jc_k^\dagger\rangle_s .\tag{3}$$

Opposite spins factorize because the propagator does.

### (c) Double occupancy and spin

Since $\langle n_{i\sigma}\rangle_s=1-G^\sigma_{ii}$,

$$D(s)=\frac1N\sum_i(1-G^\uparrow_{ii})(1-G^\downarrow_{ii}).$$

For equal spins, (3) gives $\langle n_in_j\rangle_s=\langle n_i\rangle_s\langle n_j\rangle_s+(\delta_{ij}-G_{ji})G_{ij}$. For opposite spins only the product remains. With $m_i=\langle n_{i\uparrow}-n_{i\downarrow}\rangle_s=G^\downarrow_{ii}-G^\uparrow_{ii}$,

$$S^{zz}(q;s)=\frac1{4N}\sum_{ij}e^{iq(i-j)}\Big[m_im_j+\sum_\sigma(\delta_{ij}-G^\sigma_{ji})G^\sigma_{ij}\Big].$$

For the transverse part, $S^+_iS^-_j=c^\dagger_{i\uparrow}c_{i\downarrow}c^\dagger_{j\downarrow}c_{j\uparrow}$. Moving $c_{j\uparrow}$ past two spin-down operators costs two minus signs, so

$$\langle S_i^+S_j^-\rangle_s=(\delta_{ij}-G^\uparrow_{ji})G^\downarrow_{ij}.\tag{4}$$

Terms $S^+S^+$ and $S^-S^-$ change the number of each spin and vanish. Hence

$$S^{xx}(q;s)=\frac1{4N}\sum_{ij}e^{iq(i-j)}\big[(\delta_{ij}-G^\uparrow_{ji})G^\downarrow_{ij}+(\delta_{ij}-G^\downarrow_{ji})G^\uparrow_{ij}\big].$$

The fields couple to $S^z$, so the two estimators can differ for one configuration. Their averages agree: $K$ is invariant under spin rotations, and so is $V=\sum_i[\frac12(n_i-1)^2-\frac14]U$ with $n_i=n_{i\uparrow}+n_{i\downarrow}$. The same then holds for $\rho_L$.

### (d) Pair correlation

Here $\Delta_F^\dagger=\sum_{cd}F_{cd}\,c^\dagger_{d\uparrow}c^\dagger_{c\downarrow}$. In $c_{a\downarrow}c_{b\uparrow}c^\dagger_{d\uparrow}c^\dagger_{c\downarrow}$ the operator $c_{a\downarrow}$ passes two spin-up operators without a net sign, which gives

$$P_F(s)=\sum_{abcd}F_{ab}\,G^\uparrow_{bd}\,F_{cd}\,G^\downarrow_{ac}.$$

The uniform on-site pair has $F=1/\sqrt2$, and the bond singlet has $F=\sigma_x/\sqrt2$:

$$P_{\rm on}(s)=\tfrac12\sum_{ij}G^\uparrow_{ij}G^\downarrow_{ij},\qquad P_{\rm bond}(s)=\tfrac12\big[G^\downarrow_{11}G^\uparrow_{22}+G^\downarrow_{22}G^\uparrow_{11}+G^\downarrow_{12}G^\uparrow_{21}+G^\downarrow_{21}G^\uparrow_{12}\big].$$

If $G^\uparrow_{12}G^\downarrow_{12}$ is replaced by $G^\uparrow_{12}G^\downarrow_{21}$, (4) with $i=2$, $j=1$ shows that the result is $-\langle S_2^+S_1^-\rangle_s$, a spin correlation.

### (e) One configuration

Here $\Delta\tau=0.25$ and $\lambda=1.0850$. Take the fields, from $l=1$ to $8$,

- site 1: $+++-++-+$
- site 2: $--+--+--$

Numerical multiplication and inversion of the $2\times2$ matrices gives

$$G^\uparrow=\begin{pmatrix}0.06696&-0.25966\\-0.07212&0.97901\end{pmatrix},\qquad G^\downarrow=\begin{pmatrix}0.97901&-0.07212\\-0.25966&0.06696\end{pmatrix}.$$

The two are related by exchange of the sites. Slices with equal fields on both sites contribute only numbers $e^{\pm\sigma\lambda}$. There are two of each sign, and they cancel. In the other slices, reversing the spin has the same effect as exchanging the sites.

The occupations are $0.93304$ and $0.02099$, so $D=0.93304\times0.02099=0.01958$. The moments are $m_1=-m_2=0.91205$. For each spin, $\sum_iG_{ii}(1-G_{ii})=0.08302$ and $2G_{12}G_{21}=0.03745$, hence

$$S^{zz}(\pi)=\tfrac18\big[(1.82411)^2+2(0.08302+0.03745)\big]=0.4460,$$
$$S^{zz}(0)=\tfrac18\big[0+2(0.08302-0.03745)\big]=0.0114.$$

The transverse estimators are $S^{xx}(\pi)=0.2469$ and $S^{xx}(0)=0.2106$: this configuration is antiferromagnetic along $z$. For the pairs,

$$P_{\rm on}=0.06696\times0.97901+0.25966\times0.07212=0.0843,$$
$$P_{\rm bond}=\tfrac12\big[0.97901^2+0.06696^2+0.07212^2+0.25966^2\big]=0.5178.$$

### (f) All configurations

There are $2^{2L}$ configurations, 256 for $L=4$ and 65,536 for $L=8$. The thermal values come from $e^{-\beta H}$ as a $16\times16$ matrix.

| | $L=4$ | $L=8$ | thermal |
|---|---|---|---|
| $D$ | 0.0258 | 0.0354 | 0.0390 |
| $S^{zz}(0)$ | 0.0977 | 0.1149 | 0.1218 |
| $S^{zz}(\pi)$ | 0.3370 | 0.3033 | 0.2899 |
| $P_{\rm on}$ | 0.1291 | 0.1620 | 0.1746 |
| $P_{\rm bond}$ | 0.6366 | 0.5626 | 0.5333 |

The averages of $S^{xx}$ equal those of $S^{zz}$. By (2), the remaining difference from the thermal values is the Trotter error. At $L=8$ it is 9% of the thermal value for $D$ and 5% for $S^{zz}(\pi)$.

This error is even in $\Delta\tau$ at fixed $\beta$. Define $R=(e^{-\Delta\tau K/2}e^{-\Delta\tau V}e^{-\Delta\tau K/2})^L$. Then $\mathrm{Tr}(\rho_LO)=\mathrm{Tr}(R\,e^{-\Delta\tau K/2}Oe^{\Delta\tau K/2})$. One factor of $R$ turns into its inverse under $\Delta\tau\to-\Delta\tau$, so its logarithm is odd, and $R=\exp[-\beta(H+O(\Delta\tau^2))]$ is even. For real symmetric $O$, transposing the trace interchanges $e^{-\Delta\tau K/2}$ and $e^{\Delta\tau K/2}$, so the whole expression is even. All observables here are of this kind. From $L=4$ to $8$ the tabulated errors fall by factors of 3.5 to 3.7. From $L=64$ to $128$, where $\rho_L$ was evaluated as a $16\times16$ matrix, the factors lie between 3.99 and 4.01, as a leading $\Delta\tau^2$ term requires.

Enumeration also gives the spread of each estimator under the weight $w$. At $L=8$ the standard deviation is 0.180 for $S^{zz}(\pi)$ and 0.272 for $S^{xx}(\pi)$. With $M$ independent samples the statistical error is this number divided by $\sqrt M$, so at these parameters the $zz$ estimator needs fewer samples for the same error.

### (g) Averaging too early

Rule (3) and the factorization of opposite spins hold at fixed fields. At $L=8$ the averaged Green's function, equal for both spins, has $\bar G_{11}=\bar G_{22}=0.5464$ and $\bar G_{12}=\bar G_{21}=-0.2459$. Products of these averages give

$$D\to(1-0.5464)^2=0.2057,\qquad P_{\rm on},P_{\rm bond}\to0.5464^2+0.2459^2=0.3590,$$

against the correct 0.0354, 0.1620 and 0.5626. The differences for the pairs, $-0.197$ and $+0.204$, are the vertex parts. They vanish at $U=0$, where $\lambda=0$ and all configurations have the same $G$. Relative to the product of averaged Green's functions, the on-site pair correlation is suppressed here and that of the bond singlet is enhanced. This is not a comparison with $U=0$, where $\bar G$ itself is different. Two sites cannot show whether pairs order over long distances.

The index error of (d) is also visible: the average of $G^\uparrow_{12}G^\downarrow_{12}$ is 0.0337, while that of $G^\uparrow_{12}G^\downarrow_{21}$ is 0.1884. The trace with $\rho_L$ in the 16-dimensional space gives $\langle S_2^+S_1^-\rangle=-0.1884$, the negative of the second number.

Numerical values quoted here were computed with a short program.
